# Hemispherical Islands and the Approach to Linear Atomic-Layer Growth, part 1

(Sections cited here and not found follow in the second part.)

## First half: randomly placed islands

Atomic layer deposition exposes a surface to two self-limiting reactions in turn. On a closed, flat film each pair of reactions, called a cycle, adds the same thickness $g$. On a substrate that does not react with the precursor, the film starts instead as separate islands. The problem is to find the film thickness as a function of the number of cycles $n$, and to establish what the islands and their merging do to the growth rate.

The following model is used throughout, except where a part changes it.

- Nothing happens during the first $n_0$ cycles, the idle cycles. Then point nuclei appear, all at once, with $N$ nuclei per unit area.
- Each cycle advances every exposed film surface by $g$ along its own normal. This requires doses that saturate the whole surface, including the grooves between islands.
- The bare substrate takes up nothing, and the islands neither move nor change shape except by growth.
- The cycle number is treated as continuous, which is reasonable when $g$ is small compared with the island size.

The thickness $h$ means film volume per unit substrate area. It is the quantity obtained by dividing the deposited mass per area by the film density. The growth per cycle is $\mathrm{GPC}=dh/dn$. The length

$$r=g(n-n_0),\qquad n\ge n_0,$$

is the distance that a film surface has advanced since nucleation.

### (a) What shape does the film have after the islands touch, and how high is it above a given point of the substrate?

**Solution.** Let the surface advance by a small distance $\delta$. The new film consists of all points above the substrate that lie within $\delta$ of the old film. This statement also fixes what happens in a groove, where two advancing surfaces meet: the space is filled once, by whichever surface arrives first.

Consider one hemisphere with centre $\mathbf c$ in the substrate plane and radius $R$. A point $\mathbf p$ above the substrate with $|\mathbf p-\mathbf c|\le R+\delta$ can be moved straight towards $\mathbf c$ by at most $\delta$ to reach the hemisphere, and the path stays above the substrate. Conversely, a point within $\delta$ of the hemisphere is at most $R+\delta$ from $\mathbf c$, by the triangle inequality. The hemisphere therefore becomes a hemisphere of radius $R+\delta$.

A point lies within $\delta$ of a union of bodies if and only if it lies within $\delta$ of at least one of them. A union of hemispheres thus becomes the union of the enlarged hemispheres, whether or not they overlap. Starting from points, the film is a union of hemispheres of common radius $r$.

Above a substrate point at distance $d_i$ from nucleus $i$, that hemisphere reaches the height $\sqrt{r^2-d_i^2}$ if $d_i<r$. The largest of these heights belongs to the nearest nucleus. With $d$ the distance to the nearest nucleus,

$$z=\begin{cases}\sqrt{r^2-d^2}, & d<r,\\ 0, & d\ge r.\end{cases}$$

At its foot a hemisphere is vertical, so growth along the normal carries the film sideways over the bare substrate. This is how the film spreads although the substrate itself is inert.

### (b) How fast does the film rise above a covered point, and what geometrical quantity is the growth per cycle?

**Solution.** At fixed $d<r$,

$$\frac{dz}{dr}=\frac{r}{\sqrt{r^2-d^2}}\ge 1 .$$

The surface normal points along the radius of the hemisphere, so its angle $\theta$ to the vertical obeys $\cos\theta=z/r$. The derivative is therefore $1/\cos\theta$. A tilted surface that advances by $g$ along its normal rises by $g/\cos\theta$ along the vertical. Every covered column of film rises at least as fast as a flat film does.

To average over the substrate, let $p(s)\,ds$ be the fraction of the substrate whose nearest nucleus lies at a distance between $s$ and $s+ds$. Then

$$h(r)=\int_0^r\sqrt{r^2-s^2}\;p(s)\,ds .$$

The expected derivative is

$$S(r)=\int_0^r\frac{r}{\sqrt{r^2-s^2}}\;p(s)\,ds .$$

Its integrand diverges at the moving edge $s=r$, so the claim $dh/dr=S$ needs a proof. Integrate $S$ from $0$ to $R$ and exchange the order of integration, which is allowed because the integrand is positive:

$$\int_0^R S\,dr=\int_0^R p(s)\left[\int_s^R\frac{r\,dr}{\sqrt{r^2-s^2}}\right]ds=\int_0^R p(s)\sqrt{R^2-s^2}\,ds=h(R).$$

The inner integral was done with $d\sqrt{r^2-s^2}/dr=r/\sqrt{r^2-s^2}$. Hence $dh/dr=S$. The edge contributes no separate term because newly covered substrate starts with zero height. Since $dr/dn=g$,

$$\mathrm{GPC}=g\,S .$$

A surface element that lies above the substrate area $dA$ has the area $dA/\cos\theta$. So $S$ is the exposed film area per unit substrate area. With $\Theta$ the covered fraction of the substrate, it can also be written

$$S=\Theta\left\langle\frac1{\cos\theta}\right\rangle_{\text{covered}} .$$

Two factors compete. Incomplete coverage lowers the growth per cycle, and inclined surface raises it. The growth per cycle exceeds $g$ when the mean inclination factor exceeds $1/\Theta$.

### (c) For nuclei at independent random positions, find the coverage and the thickness.

**Solution.** Put $M$ nuclei at random into a large area $A$, with $N=M/A$. The probability that none of them falls into a given circle of radius $s$ is

$$\left(1-\frac{\pi s^2}{A}\right)^{M}\longrightarrow e^{-\pi Ns^2}$$

when $A$ and $M$ grow at fixed $N$. This is the probability that the nearest nucleus is farther away than $s$. Define

$$a=\sqrt{\pi N},\qquad x=ar .$$

A substrate point is bare if its nearest nucleus is farther away than $r$, so

$$\Theta=1-e^{-x^2}.$$

The film volume is the sum of its horizontal slices. The slice at height $z$ covers the fraction of the substrate where the film is higher than $z$, that is, where $d<\sqrt{r^2-z^2}$. Therefore

$$h=\int_0^r\left[1-e^{-a^2(r^2-z^2)}\right]dz
=r-e^{-a^2r^2}\int_0^r e^{a^2z^2}dz .$$

With $t=az$, $dz=dt/a$, the last term becomes $F(x)/a$, where

$$F(x)=e^{-x^2}\int_0^x e^{t^2}dt$$

is the Dawson function. The result is

$$h=r-\frac{F(ar)}{a}.$$

The term $r$ is the thickness of a flat film that started at cycle $n_0$. The islands thus lag behind that film by $F(x)/a$.

### (d) Find the growth per cycle, its early and late forms, and the points where it equals $g$ and where it is greatest.

**Solution.** The product rule gives the derivative of the Dawson function. The exponential in front contributes $-2xF$, and the upper limit of the integral contributes $e^{-x^2}e^{x^2}=1$:

$$F'(x)=1-2xF(x).$$

Because $dx/dr=a$, the derivative of $F(ar)/a$ with respect to $r$ is $F'(x)$. Hence

$$\frac{\mathrm{GPC}}{g}=S=1-F'(x)=2xF(x).$$

*Early growth.* Insert $F=x+cx^3$ into the equation for $F'$. The terms in $x^2$ give $3c=-2$, so $F\simeq x-\tfrac23x^3$. To leading order

$$S\simeq 2x^2=2\pi r^2N,\qquad h\simeq\frac{2x^3}{3a}=\frac{2\pi}{3}r^3N .$$

These are the surface area and the volume of $N$ separate hemispheres per unit area.

*Late growth.* Write $e^{t^2}=\dfrac{1}{2t}\dfrac{d}{dt}e^{t^2}$ and integrate by parts twice, starting from $t=1$:

$$\int_1^x e^{t^2}dt=\left[\frac{e^{t^2}}{2t}+\frac{e^{t^2}}{4t^3}\right]_1^x+\frac34\int_1^x\frac{e^{t^2}}{t^4}dt .$$

After multiplication by $e^{-x^2}$, everything from the lower limit, and the part of the integral below $t=1$, is exponentially small. The remaining integral is of order $x^{-5}$. Thus

$$F\simeq\frac1{2x}+\frac1{4x^3},\qquad S\simeq1+\frac1{2x^2}.$$

The growth per cycle starts below $g$ and approaches $g$ from above, so it must pass through $g$ and have a maximum.

*Where it equals $g$.* The condition $S=1$ is the same as $F'=0$. Since the lag is $F/a$, the lag is greatest when the growth per cycle equals $g$. At any zero of $F'$ one has $F''=-2F-2xF'=-2F<0$, so every stationary point of $F$ is a maximum. Two maxima would need a minimum between them, so there is one crossing. Numerically,

$$x_1=0.924,\qquad F(x_1)=\frac1{2x_1}=0.541 .$$

From then on $S$ remains above one. The coverage at the crossing is $1-e^{-x_1^2}=0.574$: the film grows as fast as a closed one while 43 % of the substrate is still bare.

*Where it is greatest.* The condition $S'=2(F+xF')=0$ reads

$$F+x(1-2xF)=0\quad\Longrightarrow\quad F=\frac{x}{2x^2-1},\qquad S_{\max}=\frac{2x^2}{2x^2-1}.$$

There is one such point as well. The second derivative is $S''=2(2F'+xF'')=2(2F'-2xF-2x^2F')$. At a stationary point $F=-xF'$, so $-2xF=2x^2F'$ and $S''=4F'$. This is negative because $F'=-F/x$. Every stationary point is thus a maximum, and there can be no second one. The numerical solution is

$$x_2=1.502,\qquad S_{\max}=\frac{4.512}{3.512}=1.285 .$$

In this model the greatest growth per cycle is 28 % above $g$, whatever the values of $N$ and $g$. These two quantities set when the peak comes: the number of cycles after nucleation is $x_2/(ag)$, proportional to $1/(g\sqrt N)$.

The area formula was tested by direct sampling. For 40 000 random nuclei in a periodic square, points were scattered over all hemispheres, and the share lying outside every other hemisphere was counted. At $x=0.5$, $0.924$, $1.502$ and $2.5$ the exposed area per substrate area differed from $2xF(x)$ by at most 0.006.

### (e) Does island growth leave a permanent thickness deficit?

**Solution.** The lag behind a flat film that started at the same cycle $n_0$ is, at late times,

$$r-h=\frac{F(x)}a\simeq\frac1{2a^2r}=\frac1{2\pi Nr}\longrightarrow0 .$$

The growth in excess of $g$ repays the early loss completely in the limit. The same balance follows from integrating $1-S=F'$:

$$\int_0^X(1-S)\,dx=F(X)\longrightarrow0\qquad(X\to\infty).$$

The reason is visible in a single column of film. A column at distance $d$ from its nucleus starts late, when $r=d$. It then rises faster than the column above the nucleus, because its surface is tilted, and its height deficit is

$$r-\sqrt{r^2-d^2}=\frac{d^2}{r+\sqrt{r^2-d^2}}\simeq\frac{d^2}{2r}\qquad(r\gg d).$$

Averaging gives a late lag of $\langle d^2\rangle/(2r)$ for any arrangement of simultaneous nuclei in which $d$ has an upper bound. Random nuclei have no such bound, but columns with large $d$ are exponentially rare. For them $\langle d^2\rangle=\int_0^\infty e^{-\pi Nu}du=1/(\pi N)$, with $u=d^2$, and the earlier expression is recovered.

The late film therefore follows

$$h\simeq g(n-n_0).$$

Two kinds of delay must be kept apart. In this model the islands postpone the linear regime, but they do not shift the line that is finally reached. This rests on growth at the same rate in all directions and on an inert substrate. Pyramids whose facets keep a fixed angle $\theta$ to the substrate would leave a closed film with $S=1/\cos\theta$ for good. Full capture from bare ground, as in part (i), gives $S+1-\Theta\ge1$ from nucleation on and carries the film above the line. The idle cycles do shift it, by $gn_0$ in thickness, because during them no surface advances at all.

## Second half: coalescence, continuing nucleation and a numerical case

The symbols carried over are these. The steady growth per cycle is $g$, there are $n_0$ idle cycles, and $r=g(n-n_0)$ is the island radius. The nucleus density is $N$, with $a=\sqrt{\pi N}$ and $x=ar$. The growth per cycle is $gS$, where $S$ is the exposed film area per substrate area. A column at distance $d<r$ from its nearest nucleus has the height $\sqrt{r^2-d^2}$ and contributes $r/\sqrt{r^2-d^2}$ to $S$. For random simultaneous nuclei

$$h=r-\frac{F(x)}a,\qquad S=2xF(x),\qquad \Theta=1-e^{-x^2},$$

where $F$ is the Dawson function and $\Theta$ the coverage. $S$ passes 1 at $x_1=0.924$ and peaks at $x_2=1.502$ with the value 1.285.

### (f) Is coalescence the cause of the excess growth? Decide this with nuclei on a square array of spacing $L$.

For random simultaneous nuclei, the growth per cycle rises to 28 % above its steady value and the island lag vanishes in the limit, while the idle cycles shift the thickness permanently. It remains to decide whether coalescence causes the excess, to treat continuing nucleation, and to work through a numerical case and the neglected effects.

Numbers in the example were calculated in double precision.
